# The Blake Threshold of a Gas Bubble by Two Derivations: a program that tests the result

```python
"""
Blake threshold of a gas bubble under slow isothermal expansion.

Result under test: a bubble at rest with radius R0 in liquid at pressure P0
has no mechanical equilibrium once the liquid pressure is below
    p_min = PV - 4*SIGMA/(3*Rc),   Rc = sqrt(3*G/(2*SIGMA)),
    G = (P0 - PV + 2*SIGMA/R0)*R0**3,
so the threshold pressure drop is p_B = P0 - p_min.

Symbols: PV vapour pressure, SIGMA surface tension, RHO liquid density,
ETA liquid viscosity, G gas pressure times radius cubed (constant when
isothermal), U work function of the bubble at fixed liquid pressure.
SI units, except that the equation of motion uses micrometres and
microseconds (speeds are then in m/s).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Rough typical values for water and air in an ultrasonic cleaning bath
T = 298.0
P0 = constants.atm
PV = 3.2e3
SIGMA = 0.072
RHO = 997.0
ETA = 0.89e-3
R0 = 1.0e-6
FREQ = 40e3
D_HEAT_1ATM = 2.2e-5      # thermal diffusivity of air at 1 atm, m2/s
D_GAS = 2.0e-9            # diffusivity of dissolved air, m2/s
SOLUBILITY = 0.02         # dissolved/gas concentration ratio
T_HOT, SIGMA_HOT, PV_HOT = 333.0, 0.066, 20e3
UM = 1e-6


def blake(p0, pv, sigma, r0):
    """Derived formulas: critical radius, lowest pressure, threshold."""
    g = (p0 - pv + 2 * sigma / r0) * r0**3
    rc = np.sqrt(3 * g / (2 * sigma))
    p_min = pv - 4 * sigma / (3 * rc)
    return rc, p_min, p0 - p_min


def numerical_fold(p0, pv, sigma, r0, kappa=1.0):
    """Minimize the equilibrium liquid pressure, gas given by its moles."""
    volume0 = 4 * np.pi * r0**3 / 3
    moles = (p0 - pv + 2 * sigma / r0) * volume0 / (constants.R * T)

    def liquid_pressure(x):
        volume = volume0 * x**3
        temperature = T * (volume0 / volume)**(kappa - 1)
        gas = moles * constants.R * temperature / volume
        return gas + pv - 2 * sigma / (x * r0)

    best = minimize_scalar(liquid_pressure, bounds=(0.9, 100.0),
                           method="bounded", options={"xatol": 1e-9})
    return best.x * r0, best.fun, p0 - best.fun


# ---- fold of the equilibrium curve: numerical minimum against formulas
for p_test in (20e3, P0, 300e3):
    for r_test in (0.05e-6, 0.3e-6, 1e-6, 10e-6):
        found = numerical_fold(p_test, PV, SIGMA, r_test)
        derived = blake(p_test, PV, SIGMA, r_test)
        assert abs(found[0] / derived[0] - 1) < 1e-5
        assert abs(found[2] / derived[2] - 1) < 1e-8
        beta_test = (p_test - PV) * r_test / (2 * SIGMA)
        assert abs(found[0] / r_test / np.sqrt(3 * (1 + beta_test)) - 1) < 1e-5
        surface = 4 * SIGMA / (3 * np.sqrt(3) * r_test)
        scaled = p_test - PV + surface / np.sqrt(1 + beta_test)
        assert abs(found[2] / scaled - 1) < 1e-8

# ---- limits of very small and very large bubbles
tiny = 5e-9
rc_tiny, _, pb_tiny = numerical_fold(P0, PV, SIGMA, tiny)
assert abs(rc_tiny / tiny / np.sqrt(3) - 1) < 5e-3
assert abs((pb_tiny - P0 + PV) * tiny / SIGMA / (4 / 3**1.5) - 1) < 5e-3
pb_large = numerical_fold(P0, PV, SIGMA, 1e-3)[2]
assert abs(pb_large / (P0 - PV) - 1) < 1e-4

RC, P_MIN, P_B = blake(P0, PV, SIGMA, R0)
GAS0 = P0 - PV + 2 * SIGMA / R0
G = GAS0 * R0**3
BETA = (P0 - PV) * R0 / (2 * SIGMA)


# ---- number of equilibria on either side of the threshold
def equilibria(p_liq):
    """Positive radii (m) at which the forces on the wall balance."""
    roots = np.roots([(p_liq - PV) / 1e3, 2 * SIGMA * 1e3, 0.0, -G * 1e15])
    real = roots[np.abs(roots.imag) < 1e-7].real
    return np.sort(real[real > 0]) * UM


p_near = P0 - 0.99 * P_B
near = equilibria(p_near)
assert len(equilibria(P0 - 0.5 * P_B)) == 1
assert len(near) == 2 and near[0] < RC < near[1]
assert len(equilibria(P0 - 1.01 * P_B)) == 0


# ---- work function and barrier
def work_function(r, p_liq):
    return 4 * np.pi * ((p_liq - PV) * r**3 / 3 + SIGMA * r**2
                        - G * np.log(r / R0))


def inward_force_um(x, p_liq):
    r = x * UM
    return 4 * np.pi * r**2 * (p_liq + 2 * SIGMA / r - PV - G / r**3) * 1e12


barrier = work_function(near[1], p_near) - work_function(near[0], p_near)
barrier_quad = quad(inward_force_um, near[0] / UM, near[1] / UM,
                    args=(p_near,))[0] * 1e-18
assert barrier > 0 and abs(barrier_quad / barrier - 1) < 1e-6
barrier_kt = barrier / (constants.k * T)


# ---- equation of motion of the bubble wall (Rayleigh-Plesset)
def acceleration(x, v, p_liq, eta):
    r = x * UM
    net = PV + G / r**3 - 2 * SIGMA / r - 4 * eta * v / r - p_liq
    return (net / RHO - 1.5 * v * v) / x


def omega_squared(r):
    return (3 * G / r**3 - 2 * SIGMA / r) / (RHO * r**2)


for radius, p_liq in ((R0, P0), (near[0], p_near), (near[1], p_near)):
    x, h = radius / UM, 1e-5
    slope = (acceleration(x + h, 0, p_liq, 0)
             - acceleration(x - h, 0, p_liq, 0)) / (2 * h)
    assert abs(-slope * 1e12 / omega_squared(radius) - 1) < 1e-4
assert omega_squared(near[0]) > 0 > omega_squared(near[1])
f_natural = np.sqrt(omega_squared(R0)) / (2 * np.pi)


def run(pressure, t_end, eta):
    """Start at rest at R0; report escape past 3 Rc and the last radius."""
    def rhs(t, y):
        return [y[1], acceleration(y[0], y[1], pressure(t), eta)]

    def passed(t, y):
        return y[0] - 3 * RC / UM
    passed.terminal = True
    sol = solve_ivp(rhs, (0, t_end), [R0 / UM, 0.0], method="LSODA",
                    rtol=1e-8, atol=1e-10, events=passed)
    assert sol.success
    return len(sol.t_events[0]) > 0, sol.y[0, -1] * UM


def bisect(escapes, low, high, steps=13):
    assert not escapes(low) and escapes(high)
    for _ in range(steps):
        mid = 0.5 * (low + high)
        if escapes(mid):
            high = mid
        else:
            low = mid
    return 0.5 * (low + high)


# ---- slow ramp, then hold, just short of and just past the threshold
def slow_ramp(drop, t_ramp=40.0):
    return lambda t: P0 - drop * 0.5 * (1 - np.cos(np.pi * min(t / t_ramp, 1)))


held, r_held = run(slow_ramp(0.99 * P_B), 80.0, ETA)
lost, _ = run(slow_ramp(1.01 * P_B), 80.0, ETA)
assert not held and abs(r_held / near[0] - 1) < 1e-3
assert lost


# ---- sudden drop: energy condition without viscosity, then with it
def energy_margin(drop):
    p_liq = P0 - drop
    r_unstable = equilibria(p_liq)[-1]
    return work_function(r_unstable, p_liq) - work_function(R0, p_liq)


step_free = brentq(energy_margin, 0.85 * P_B, 0.999 * P_B)


def step_escapes(drop, eta):
    return run(lambda t: P0 - drop, 60.0, eta)[0]


assert not step_escapes(0.995 * step_free, 0.0)
assert step_escapes(1.005 * step_free, 0.0)
assert not step_escapes(1.005 * step_free, ETA)
step_viscous = bisect(lambda a: step_escapes(a, ETA), step_free, 1.02 * P_B)
assert step_viscous > step_free


# ---- sinusoidal drive, first rarefaction half-cycle
def sine_threshold(freq):
    w = 2 * np.pi * freq * 1e-6

    def escapes(amplitude):
        return run(lambda t: P0 - amplitude * np.sin(w * t),
                   np.pi / w, ETA)[0]
    return bisect(escapes, 0.98 * P_B, 1.15 * P_B)


sine_40 = sine_threshold(FREQ)
sine_10 = sine_threshold(FREQ / 4)
assert P_B < sine_10 < sine_40 < 1.06 * P_B

# ---- departure from isothermal behaviour
gas_c = G / RC**3
heat_time_0 = R0**2 / (np.pi**2 * D_HEAT_1ATM * constants.atm / GAS0)
heat_time_c = RC**2 / (np.pi**2 * D_HEAT_1ATM * constants.atm / gas_c)
assert max(heat_time_0, heat_time_c) < 0.01 / FREQ
KAPPA = 1.4
rc_ad = R0 * (3 * KAPPA * GAS0 * R0 / (2 * SIGMA))**(1 / (3 * KAPPA - 1))
pb_ad = P0 - PV + 2 * SIGMA / rc_ad * (1 - 1 / (3 * KAPPA))
found_ad = numerical_fold(P0, PV, SIGMA, R0, KAPPA)
assert abs(found_ad[0] / rc_ad - 1) < 1e-5
assert abs(found_ad[2] / pb_ad - 1) < 1e-8

# ---- dissolved gas entering a bubble held at Rc for one full period,
#      air-saturated liquid, bubble gas pressure set to zero (overestimate)
period = 1 / FREQ
transient = 1 + 2 * RC / np.sqrt(np.pi * D_GAS * period)
gas_gain = 3 * D_GAS * SOLUBILITY * (P0 - PV) * RC * period * transient / G
pb_gain = P0 - PV + 4 * SIGMA / 3 * np.sqrt(
    2 * SIGMA / (3 * G * (1 + gas_gain)))

# ---- hot bath, same rest radius
rc_hot, _, pb_hot = blake(P0, PV_HOT, SIGMA_HOT, R0)
pb_small_formula = P0 - PV + 4 * SIGMA / (3 * np.sqrt(3) * R0)


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS (liquid and gas properties are rough typical values)")
show("temperature", T, "K", 0)
show("ambient pressure p0", P0 / 1e3, "kPa", 1)
show("vapour pressure pv", PV / 1e3, "kPa", 1)
show("surface tension", SIGMA * 1e3, "mN/m", 0)
show("liquid density", RHO, "kg/m3", 0)
show("liquid viscosity", ETA * 1e3, "mPa s")
show("rest radius R0", R0 / UM, "um")
show("drive frequency", FREQ / 1e3, "kHz", 0)
print("THRESHOLD")
show("2 sigma/R0", 2 * SIGMA / R0 / 1e3, "kPa", 1)
show("gas pressure at R0", GAS0 / 1e3, "kPa", 1)
show("G", G * 1e15, "kPa um3", 1)
show("beta", BETA, "", 3)
show("critical radius Rc", RC / UM, "um", 3)
show("gas pressure at Rc", gas_c / 1e3, "kPa", 1)
show("4 sigma/(3 Rc)", 4 * SIGMA / (3 * RC) / 1e3, "kPa", 1)
show("lowest liquid pressure p_min", P_MIN / 1e3, "kPa", 1)
show("Blake threshold pB", P_B / 1e3, "kPa", 1)
show("Blake threshold pB", P_B / 1e5, "bar", 3)
show("small-bubble formula for pB", pb_small_formula / 1e3, "kPa", 1)
print("AT 99% OF pB")
show("liquid pressure", p_near / 1e3, "kPa", 1)
show("stable radius", near[0] / UM, "um", 3)
show("unstable radius", near[1] / UM, "um", 3)
show("radius after slow ramp and hold", r_held / UM, "um", 3)
print(f"barrier: {barrier_kt:.1e} kT")
print("pB AGAINST REST RADIUS")
for r_um in (0.1, 0.3, 1.0, 3.0, 10.0):
    rc_i, _, pb_i = blake(P0, PV, SIGMA, r_um * UM)
    print(f"R0 {r_um:.1f} um: Rc {rc_i / UM:.3f} um, pB {pb_i / 1e3:.1f} kPa")
print("NEGLECTED EFFECTS")
show("natural frequency at R0", f_natural / 1e6, "MHz")
show("sudden drop, no viscosity", step_free / 1e3, "kPa", 1)
show("sudden drop, with viscosity", step_viscous / 1e3, "kPa", 1)
show("sine threshold at 10 kHz", sine_10 / 1e3, "kPa", 1)
show("sine threshold at 40 kHz", sine_40 / 1e3, "kPa", 1)
show("drive period", period * 1e6, "us", 1)
show("gas thermal time at R0", heat_time_0 * 1e9, "ns", 1)
show("gas thermal time at Rc", heat_time_c * 1e9, "ns", 1)
show("adiabatic (kappa 1.4) Rc", rc_ad / UM, "um", 3)
show("adiabatic (kappa 1.4) threshold", pb_ad / 1e3, "kPa", 1)
show("gas gained in one period, at most about", 100 * gas_gain, "%", 1)
show("pB with that gas gain", pb_gain / 1e3, "kPa", 1)
print(f"hot bath: {T_HOT:.0f} K, {SIGMA_HOT * 1e3:.0f} mN/m, "
      f"pv {PV_HOT / 1e3:.0f} kPa")
show("hot bath Rc", rc_hot / UM, "um", 3)
show("hot bath pB", pb_hot / 1e3, "kPa", 1)
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (liquid and gas properties are rough typical values)
temperature: 298 K
ambient pressure p0: 101.3 kPa
vapour pressure pv: 3.2 kPa
surface tension: 72 mN/m
liquid density: 997 kg/m3
liquid viscosity: 0.89 mPa s
rest radius R0: 1.00 um
drive frequency: 40 kHz
THRESHOLD
2 sigma/R0: 144.0 kPa
gas pressure at R0: 242.1 kPa
G: 242.1 kPa um3
beta: 0.681
critical radius Rc: 2.246 um
gas pressure at Rc: 21.4 kPa
4 sigma/(3 Rc): 42.7 kPa
lowest liquid pressure p_min: -39.5 kPa
Blake threshold pB: 140.9 kPa
Blake threshold pB: 1.409 bar
small-bubble formula for pB: 153.6 kPa
AT 99% OF pB
liquid pressure: -38.1 kPa
stable radius: 1.962 um
unstable radius: 2.649 um
radius after slow ramp and hold: 1.962 um
barrier: 1.0e+07 kT
pB AGAINST REST RADIUS
R0 0.1 um: Rc 0.179 um, pB 634.4 kPa
R0 0.3 um: Rc 0.570 um, pB 266.5 kPa
R0 1.0 um: Rc 2.246 um, pB 140.9 kPa
R0 3.0 um: Rc 9.066 um, pB 108.7 kPa
R0 10.0 um: Rc 48.418 um, pB 100.1 kPa
NEGLECTED EFFECTS
natural frequency at R0: 3.85 MHz
sudden drop, no viscosity: 134.5 kPa
sudden drop, with viscosity: 137.2 kPa
sine threshold at 10 kHz: 141.2 kPa
sine threshold at 40 kHz: 144.2 kPa
drive period: 25.0 us
gas thermal time at R0: 11.0 ns
gas thermal time at Rc: 4.9 ns
adiabatic (kappa 1.4) Rc: 1.842 um
adiabatic (kappa 1.4) threshold: 157.7 kPa
gas gained in one period, at most about: 3.4 %
pB with that gas gain: 140.2 kPa
hot bath: 333 K, 66 mN/m, pv 20 kPa
hot bath Rc: 2.202 um
hot bath pB: 121.3 kPa
ALL CHECKS PASSED
```
